# Width Scaling and Weighted Orthogonality of Finite-Volume Subband Hamiltonians

## A wrong energy that refinement makes worse

An electron in a model silicon inversion layer has a lowest subband energy of 0.1056 eV. On a nonuniform mesh with 194 interior nodes, a general eigenvalue solver reproduces this value. A symmetric solver that reads just the lower triangle of the same matrix returns 0.2795 eV. When the number of mesh intervals is doubled, its answer moves further away, to 0.3505 eV.

The matrix is not symmetric, so reading one triangle replaces it by another matrix. Yet the original differential operator is self-adjoint, and its finite-volume form retains that property in a suitable inner product. The task is to find this inner product and the change of variables that makes the symmetry visible.

## The finite-volume matrix

In Hartree atomic units, the effective-mass equation is

$$
-\frac12\frac{d}{dz}\left(\frac1{m(z)}\frac{d\psi}{dz}\right)+V(z)\psi=E\psi .
\tag{1}
$$

Here $m>0$ is the mass relative to the free-electron mass and $V$ is real. Put nodes at $z_0<z_1<\cdots<z_{N+1}$, with $\psi_0=\psi_{N+1}=0$. The spacings and cell widths are

$$
h_{i+1/2}=z_{i+1}-z_i,\qquad
w_i=\frac{h_{i-1/2}+h_{i+1/2}}2>0 .
\tag{2}
$$

Cell $i$ extends between the midpoints on either side of node $i$. Define the flux $J=-\psi'/(2m)$. The kinetic term in (1) is $J'$, so its integral over the cell is the flux at the right face minus that at the left. Three approximations complete the discretization: the derivative at a face becomes a difference quotient, $\int V\psi\,dz$ becomes $w_iV_i\psi_i$, and $\int E\psi\,dz$ becomes $w_iE\psi_i$. With one positive mass per interval,

$$
J_{i+1/2}=-t_{i+1/2}(\psi_{i+1}-\psi_i),\qquad
t_{i+1/2}=\frac1{2m_{i+1/2}h_{i+1/2}} .
\tag{3}
$$

Division of the cell balance by $w_i$ gives

$$
(H\psi)_i=\frac{J_{i+1/2}-J_{i-1/2}}{w_i}+V_i\psi_i=E\psi_i .
\tag{4}
$$

If a material interface lies on a node, $V_i$ is the average of the two one-sided values, weighted by the parts of the cell on each side. This choice affects accuracy but not the symmetry argument, which needs $V_i$ to be real.

Substituting (3) into (4) and collecting coefficients gives

$$
H_{ii}=\frac{t_{i-1/2}+t_{i+1/2}}{w_i}+V_i,
\tag{5}
$$

$$
H_{i,i+1}=-\frac{t_{i+1/2}}{w_i},\qquad
H_{i+1,i}=-\frac{t_{i+1/2}}{w_{i+1}} .
\tag{6}
$$

The same flux leaves one cell and enters the next, but it is divided by two different widths. Since $t_{i+1/2}>0$, $H$ is symmetric precisely when all cell widths are equal. A uniform mesh satisfies this condition. So does a mesh whose spacings alternate as $a,b,a,b,\ldots$, because every cell then has width $(a+b)/2$. Unequal spacings therefore permit a nonsymmetric matrix without forcing one.

## Scaling by square roots of widths

Let $W=\mathrm{diag}(w_1,\ldots,w_N)$. Multiplying row $i$ of $H$ by $w_i$ removes the divisions in (5) and (6):

$$
K=WH,\quad K_{ii}=t_{i-1/2}+t_{i+1/2}+w_iV_i,\quad
K_{i,i+1}=K_{i+1,i}=-t_{i+1/2}.
\tag{7}
$$

Thus $K$ is real and symmetric, and $H\psi=E\psi$ is equivalent to $K\psi=EW\psi$. Because every width is positive, $W^{1/2}$ is real and invertible. Define

$$
\phi=W^{1/2}\psi,\qquad
S=W^{1/2}HW^{-1/2}.
\tag{8}
$$

Since $H=W^{-1}K$, we have $S=W^{-1/2}KW^{-1/2}$. Transposing this product reverses the order of its factors; each is symmetric, so $S^T=S$. Its elements are

$$
S_{ii}=H_{ii},\qquad
S_{i,i+1}=S_{i+1,i}=-\frac{t_{i+1/2}}{\sqrt{w_iw_{i+1}}}.
\tag{9}
$$

The energies are unchanged, because multiplying $H\psi=E\psi$ by $W^{1/2}$ gives

$$
W^{1/2}HW^{-1/2}\,W^{1/2}\psi=EW^{1/2}\psi,
\qquad\text{or}\qquad S\phi=E\phi .
\tag{10}
$$

The new variable has a direct meaning: $|\phi_i|^2=w_i|\psi_i|^2$ is the probability in a cell, whereas $|\psi_i|^2$ is a probability per unit length.

## Real energies and orthogonal states

Suppose at first that $E$ and $\phi$ might be complex. From (10), $\phi^\dagger S\phi=E\phi^\dagger\phi$. The left side equals its own complex conjugate because $S^\dagger=S$, and $\phi^\dagger\phi$ is real and positive. Hence $E$ is real. The real and imaginary parts of $\phi$ then satisfy the same real equation separately, so a nonzero one of them serves as a real eigenvector.

For two real eigenvectors, evaluate $\phi_a^TS\phi_b$ by letting $S$ act to the right and then, using its symmetry, to the left:

$$
E_b\phi_a^T\phi_b=\phi_a^TS\phi_b=E_a\phi_a^T\phi_b,
\qquad (E_a-E_b)\phi_a^T\phi_b=0 .
\tag{11}
$$

Different energies therefore imply orthogonality. Equal energies cannot belong to independent states here. If they did, a nonzero combination of the two could be chosen with $\phi_1=0$. The first row of (10) would give $S_{12}\phi_2=0$, hence $\phi_2=0$ because $S_{12}\ne0$. Each later row would make the next component vanish, contradicting the assumption that the combination is nonzero.

After normalization, $\psi=W^{-1/2}\phi$ gives

$$
\sum_{i=1}^N w_i\psi_i^a\psi_i^b=\delta_{ab}.
\tag{12}
$$

This sum is the mesh form of $\int\psi_a\psi_b\,dz$. A real symmetric matrix has a complete orthonormal set of eigenvectors. In terms of $\phi$, completeness reads $\sum_a\phi_i^a\phi_j^a=\delta_{ij}$; dividing by $\sqrt{w_iw_j}$ gives

$$
\sum_{a=1}^N\psi_i^a\psi_j^a=\frac{\delta_{ij}}{w_i}.
\tag{13}
$$

The factor $1/w_i$ is the height of a unit-area spike occupying one cell, the discrete counterpart of a delta function.

## A matrix small enough to check by hand

Take $m=1$, $V=0$, and nodes at 0, 1, 2, 4 and 6 bohr. The three interior widths are 1, 1.5 and 2 bohr. Equation (3) gives $t=1/2,1/2,1/4,1/4$ on successive intervals. For example, $H_{12}=-0.5/1=-0.5$ while $H_{21}=-0.5/1.5=-0.3333$. In full, in hartree,

$$
H=\begin{pmatrix}
1&-0.5&0\\
-0.3333&0.5&-0.1667\\
0&-0.125&0.25
\end{pmatrix},
$$

$$
S=\begin{pmatrix}
1&-0.4082&0\\
-0.4082&0.5&-0.1443\\
0&-0.1443&0.25
\end{pmatrix}.
\tag{14}
$$

Both have energies 0.1318, 0.3844 and 1.2339 hartree. The first two eigenvectors of $H$, normalized by (12), are

$$
\psi^1=(0.28553,\ 0.49580,\ 0.52428),
$$

$$
\psi^2=(0.41173,\ 0.50696,\ -0.47168),
\tag{15}
$$

in bohr$^{-1/2}$. Their weighted overlap has contributions $0.1176+0.3770-0.4946=0$ to the digits shown. Without the widths, the sum is $0.11756+0.25135-0.24729=0.12162$. Division by the two ordinary vector lengths gives a normalized overlap of 0.1945. Nothing is wrong with the states; the unweighted product counts the small first cell as heavily as the larger third one.

## What the shared flux guarantees

Real energies alone do not identify the cell widths as the correct weights. Consider any real tridiagonal matrix whose opposite off-diagonal elements have a positive product. Scaling it by a positive diagonal matrix $D$ changes these elements to $d_iH_{i,i+1}/d_{i+1}$ and $d_{i+1}H_{i+1,i}/d_i$. They are equal if

$$
\frac{d_{i+1}^2}{d_i^2}=\frac{H_{i,i+1}}{H_{i+1,i}}.
\tag{16}
$$

These ratios can be satisfied one after another along the chain. Such a matrix therefore has real energies even if it was not built from a conservation law. For the finite-volume matrix, (6) makes the ratio $w_{i+1}/w_i$, so $d_i^2=w_i$ apart from a common factor.

Suppose instead that the two fluxes of row $i$ both use a mass $m_i$ assigned to that row. Then $H_{i,i+1}=-1/(2m_iw_ih_{i+1/2})$, and (16) becomes

$$
\frac{d_{i+1}^2}{d_i^2}=\frac{m_{i+1}w_{i+1}}{m_iw_i}.
\tag{17}
$$

The energies are still real, but the weight is $m_iw_i$. Neighbouring cells no longer agree on the flux through their common face. In a test on an irregular 30-node mesh with random positive masses, the largest normalized overlap formed with $w_i$ was 0.49; the weight $m_iw_i$ restored orthogonality to numerical precision.

The shared flux also makes the kinetic energy positive. Let $T$ be the kinetic part of $H$. From (4),

$$
\sum_{i=1}^N w_i\psi_i(T\psi)_i
=\sum_{i=1}^N\psi_iJ_{i+1/2}-\sum_{i=1}^N\psi_iJ_{i-1/2}.
\tag{18}
$$

Extend the first sum to $i=0$, which adds nothing because $\psi_0=0$. Shift the index in the second by one and include $\psi_{N+1}=0$. Both sums then run over the same faces, and (3) gives

$$
\sum_{i=1}^N w_i\psi_i(T\psi)_i
=\sum_{i=0}^N J_{i+1/2}(\psi_i-\psi_{i+1})
=\sum_{i=0}^N t_{i+1/2}(\psi_{i+1}-\psi_i)^2 .
\tag{19}
$$

The result vanishes only if all nodal values are equal, and the boundary values would then make them all zero. For a normalized eigenstate, adding $\sum_iw_iV_i\psi_i^2$ shows that every energy lies strictly above the smallest $V_i$.

Other changes to the assumptions have different effects. A negative mass on an interval leaves $S$ symmetric but removes the guarantee that (19) is positive. A complex potential makes $S$ non-Hermitian; the imaginary part of $\phi^\dagger S\phi=E\phi^\dagger\phi$ is then

$$
\mathrm{Im}\,E=\frac{\sum_iw_i|\psi_i|^2\,\mathrm{Im}\,V_i}
{\sum_iw_i|\psi_i|^2},
\tag{20}
$$

so absorption can give a state a finite lifetime. If the mass depends on energy, the two sides of (11) contain different matrices $S(E_a)$ and $S(E_b)$, and that proof of orthogonality no longer applies.

## The charge sent to Poisson's equation

The weight in (12) also fixes the response of an energy to the potential. Differentiate $E_a=\phi_a^TS\phi_a$, keeping $\phi_a^T\phi_a=1$. The terms containing $d\phi_a$ add to $E_a\,d(\phi_a^T\phi_a)=0$. Changing $V_i$ changes just $S_{ii}$, by the same amount, so

$$
\frac{\partial E_a}{\partial V_i}=(\phi_i^a)^2=w_i(\psi_i^a)^2 .
\tag{21}
$$

This is the probability in cell $i$. For a subband with sheet density $N_a$, the cell contains $N_aw_i(\psi_i^a)^2$ electrons per unit area. Summed over cells, (12) returns $N_a$. A Poisson solver based on the same cells should receive this charge; replacing it by an unweighted fraction would misplace charge when the widths differ.

## A silicon inversion layer

The device example describes the ladder of (100) silicon subbands with normal mass 0.916. Silicon occupies $z>0$, with electron potential energy rising at 0.05 eV/nm, a field of 0.50 MV/cm. An oxide of thickness 1.5 nm has mass 0.5 and a barrier of 3.10 eV. The relative permittivities, 11.7 and 3.9, make its field $0.50\times11.7/3.9=1.50$ MV/cm. The wavefunction vanishes at the gate and 25 nm inside silicon. Energies start from the silicon band edge at the interface.

The oxide mesh is uniform. In silicon, with $n=120$ intervals, $L=25$ nm and $q=\ln40$,

$$
z_j=a\left(e^{qj/n}-1\right),\qquad a=\frac{L}{e^q-1}.
\tag{22}
$$

Cell widths range from 0.0200 to 0.7645 nm. The first three mesh energies are 0.105604, 0.187804 and 0.255044 eV. Matching Airy functions and the flux $\psi'/m$ at the interface gives 0.105613, 0.187860 and 0.255196 eV for the continuous problem. These digits measure the mesh error, not the accuracy of the device model. Doubling the number of intervals in each material, which nearly halves every spacing, reduces the three errors by factors of 4.01, 4.00 and 4.00, as expected of a second-order method.

Among the lowest eight states found from the unsymmetrized $H$, the largest normalized weighted overlap is $1.8\times10^{-14}$. The unweighted overlap of the lowest two has magnitude 0.30. At the node at depth 1.127 nm, which has the largest probability density of the lowest state on this mesh (the continuous maximum lies near 1.155 nm), the cell width is 0.0544 nm and the cell probability is 0.03369. Raising and lowering the potential in that cell alone by 1 meV gives the same value for $\partial E_0/\partial V_i$, in agreement with (21).

The failure at the start can now be explained. Let $L^{\rm tri}$ be the symmetric matrix made from the lower triangle of $H$. Its diagonal equals that of $S$, but each coupling differs by

$$
\delta_i=L^{\rm tri}_{i,i+1}-S_{i,i+1}
=\frac{t_{i+1/2}}{\sqrt{w_iw_{i+1}}}
\left(1-\sqrt{\frac{w_i}{w_{i+1}}}\right).
\tag{23}
$$

On the mesh with $n=120$ the widths do not decrease into silicon, so $\delta_i\ge0$. Let $v$ be the normalized ground vector of $L^{\rm tri}$. Its components can be taken nonnegative, because replacing them by their magnitudes cannot raise an energy whose couplings are negative. None can vanish: the corresponding row would force its neighbours to vanish, and then the whole vector. Using $v$ as a trial vector for $S$,

$$
E_0(S)\le v^TSv
=E_0(L^{\rm tri})-2\sum_i\delta_iv_iv_{i+1}
<E_0(L^{\rm tri}).
\tag{24}
$$

The false energy on this mesh is therefore too high. (For $n=240$ the width dips slightly at the interface, so the proof does not apply there as it stands, though the computed energy is again too high.) For a vector varying slowly from node to node, the extra coupling acts approximately as a potential $2\delta_i$. On the mesh (22), $w_i/w_{i+1}\simeq1-q/n$ and $h\simeq(q/n)(z+a)$. Restoring units through $1/(2m)\to\hbar^2/(2mm_0)$, where $m_0$ is the free-electron mass, gives

$$
2\delta_i\simeq\frac{\hbar^2}{2mm_0}\frac{q/n}{h^2}
\simeq\frac{\hbar^2}{2mm_0}\frac{n}{q(z+a)^2}.
\tag{25}
$$

At fixed depth, doubling $n$ doubles this spurious repulsion. The relative mismatch between neighbouring widths shrinks as $1/n$, but the coupling it multiplies grows as $n^2$. The computed error rises from $0.2795-0.1056=0.1739$ eV to $0.3505-0.1056=0.2449$ eV. It grows by less than a factor of two; the state can move deeper, where the added potential is weaker.

## How far the device model can be trusted

The chosen masses, barrier and fields are rough typical values for a silicon/oxide inversion layer. Fixing the silicon field is a substantial simplification. With an electron density of $3.0\times10^{12}$ cm$^{-2}$, all in the lowest subband, and a depletion density of $1.73\times10^{12}$ cm$^{-2}$, self-consistent electrostatics raises $E_0$ by 15 meV and reduces the first subband gap by 19 meV. The largest oxide field becomes 2.20 MV/cm, still well below a rough breakdown scale of 10 MV/cm. At 300 K, however, the fixed-field levels place just 63% of the electrons in the lowest subband and 34% in the other valley ladder. A room-temperature calculation must therefore include both ladders and their charge distributions; doing so self-consistently changes the two shifts to about $+18$ and $-11$ meV and the two fractions to 57% and 38%. Nonparabolicity shifts $E_0$ by about $-1$ meV. Image repulsion at the mean depth would be about 11 meV if the oxide were very thick; here a conducting gate lies just 1.5 nm from the silicon, and its attraction largely cancels that repulsion. A semiclassical estimate of gate tunnelling gives a level width near $10^{-10}$ eV, negligible for the energy, but a current of order 0.1 A/cm$^2$ with all electrons in the lowest subband, which can matter for leakage. This current is only a rough figure: the faster-tunnelling other ladder raises it two- to threefold at 300 K, and an oxide mass of 0.4 instead of 0.5 raises it about sixfold. Exchange, correlation and interface roughness are not estimated. The estimated electrostatic and nonparabolic shifts far exceed the 0.01 meV mesh error in $E_0$; the error from reading one triangle is larger than any of the estimated energy shifts. The full values are in the numerical output.

## Numbers as computed

```
Three-node mesh, Hartree units
nodes (bohr): [0. 1. 2. 4. 6.]  widths (bohr): [1.  1.5 2. ]
H row 1 (hartree): [ 1.  -0.5  0. ]
H row 2 (hartree): [-0.333333  0.5      -0.166667]
H row 3 (hartree): [ 0.    -0.125  0.25 ]
S row 1 (hartree): [ 1.       -0.408248  0.      ]
S row 2 (hartree): [-0.408248  0.5      -0.144338]
S row 3 (hartree): [ 0.       -0.144338  0.25    ]
energies (hartree): [0.131792 0.38435  1.233858]
psi 1 (bohr^-1/2): [0.28553  0.495799 0.524284]
psi 2 (bohr^-1/2): [ 0.41173   0.506962 -0.471679]
normalized unweighted overlap 1,2: 0.194534
row-mass test, largest w-overlap: 0.4949
Silicon inversion layer, rough typical inputs
silicon field: 0.50 MV/cm; oxide: 1.50 MV/cm
barrier: 3.10 eV; oxide: 1.50 nm; depth: 25.0 nm
masses/m0: Si 0.916, other ladder 0.19, oxide 0.5
relative permittivities: Si 11.7, oxide 3.9
interior nodes: 194; width range: 0.0200-0.7645 nm
E0: mesh 0.105604, fine 0.105611, Airy 0.105613 eV
E1: mesh 0.187804, fine 0.187846, Airy 0.187860 eV
E2: mesh 0.255044, fine 0.255158, Airy 0.255196 eV
error ratios on halving spacings: [4.009 4.003 4.003]
largest weighted overlap, 8 states: 1.8e-14
unweighted overlap magnitude 0,1: 0.3027
one-triangle E0: 0.2795 eV; finer mesh: 0.3505 eV
peak-cell position: 1.1268 nm; width: 0.0544 nm
peak-cell probability: 0.0336852; dE/dV: 0.0336852
mean depth: 1.378 nm; oxide probability: 6.30e-04
Sizes of omitted effects
sheet density: 3.00e+12 cm^-2; depletion: 1.73e+12 cm^-2
screened E0, E1: 0.1210, 0.1842 eV
screening shift E0: 15.36 meV
screened gap change: -18.91 meV
screened maximum oxide field: 2.20 MV/cm
other-ladder lowest energy: 0.1655 eV
300 K lowest-subband fraction: 0.628
300 K other-ladder fraction: 0.337
nonparabolic shift (0.5/eV): -1.21 meV
image energy at mean depth: 11.16 meV
WKB transmission: 9.7e-09; escape: 2.3e+05 s^-1
tunnelling width: 1.5e-10 eV; current: 1.1e-01 A/cm^2
```
